\section*{Radial Sternheimer Response: Boundary Conditions, Singular Channels and Occupied-Orbital Projection}

\section{The decision}

A calculation of an atomic polarizability from first-order orbitals offers a choice: should the response of each orbital be projected so that it contains no occupied orbitals? The answer depends on what is wanted.

\begin{itemize}
\item For the total response of filled shells in a fixed local potential, removing the occupied orbitals of other energies or keeping them gives the same number. Remove them: large terms that only cancel between filled shells are then removed, and each contribution contains only transitions into empty states.
\item For a perturbation that couples an orbital to its own angular momentum $l$, the orbital itself must be projected out. Otherwise the linear system is singular.
\item For the response of one orbital taken alone, or of a partly filled shell with averaged occupations, remove only the orbital itself and states degenerate with it. Removing another state that the perturbation couples to it changes the answer. The rule works in both directions: the filled shells must then also keep the partly filled shell in their own response, and may exclude only other filled shells and states of their own energy.
\end{itemize}

The reasons follow, together with rules for the inner boundary, the box and the step. Hartree atomic units are used.

\section{The equation behind the setting}

Electrons move independently in a central local potential $V(r)$, which behaves as $-Z/r$ at the origin and vanishes at infinity. A bound orbital is $\psi_{alm}=u_a(r)Y_{lm}/r$, with real normalized $u_a$ and
\begin{equation}
h_lu_a=\varepsilon_au_a,\qquad
h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).
\end{equation}
The perturbation is $F\,r^kC_{k0}$ with $C_{k0}=P_k(\cos\theta)$ and $k\ge1$; $k=1$ is the term $Fz$ of a uniform field. To first order in $F$,
\begin{equation}
(H_0-\varepsilon_a)\,\delta\psi=-\bigl(r^kC_{k0}-\varepsilon^{(1)}\bigr)\psi_{alm}.
\label{full}
\end{equation}
Because $C_{k0}$ conserves $m$, write $\delta\psi=\sum_{l'}c_{l'}\,w_{l'}Y_{l'm}/r$ with $c_{l'}=\langle l'm|C_{k0}|lm\rangle$. Projecting (\ref{full}) on $Y_{l'm}$ gives $-c_{l'}r^ku_a$ on the right and, if $l'=l$, also $\varepsilon^{(1)}u_a$. Since $\varepsilon^{(1)}=c_l\langle u_a|r^k|u_a\rangle$, the factor $c_{l'}$ divides out and the radial equation does not depend on $m$.

A form that covers every case subtracts a chosen set of excluded orbitals $u_j$ of channel $l'$:
\begin{equation}
(h_{l'}-\varepsilon_a)w=-g\,u_a+\sum_j\mu_ju_j,\qquad
\langle u_j|w\rangle=0,\qquad g=r^k.
\label{stern}
\end{equation}
Project this on an excluded $u_j$. The left side is $(\varepsilon_j-\varepsilon_a)\langle u_j|w\rangle=0$, so
\begin{equation}
\mu_j=\langle u_j|g|u_a\rangle .
\end{equation}
Project it on any other eigenstate $u_p$ of $h_{l'}$, bound or continuum:
\begin{equation}
(\varepsilon_p-\varepsilon_a)\langle u_p|w\rangle=-\langle u_p|g|u_a\rangle .
\label{comp}
\end{equation}
All components of $w$ are therefore fixed if no state left in the channel has energy $\varepsilon_a$. If one does, its component is either impossible or arbitrary. The continuum starts at zero, above $\varepsilon_a$, and causes no trouble.

\subsection{Which channels occur, and with what weight}

Filled shells need $W_{ll'}=\sum_mc_{l'}^2$. By rotational symmetry, $\sum_{mm'}|\langle l'm'|C_{kq}|lm\rangle|^2$ is the same for each of the $2k+1$ values of $q$, so $W_{ll'}$ is the sum over $q$ divided by $2k+1$. The addition theorem turns the sums over $q$, $m$ and $m'$ into Legendre polynomials of the angle between two directions. The two angular integrations give $8\pi^2\int_{-1}^1dt$, hence
\begin{align}
W_{ll'}&=\frac{1}{2k+1}\,\frac{(2l+1)(2l'+1)}{16\pi^2}\,
8\pi^2\!\int_{-1}^{1}\!P_kP_lP_{l'}\,dt\notag\\
&=\frac{(2l+1)(2l'+1)}{2(2k+1)}\int_{-1}^{1}P_kP_lP_{l'}\,dt .
\end{align}
For $k=1$, $tP_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$ leaves only $l'=l\pm1$. With $\int P_{l+1}^2dt=2/(2l+3)$ the upper channel has $W=(l+1)/3$. Since $W$ is symmetric in $l$ and $l'$, both channels are covered by $W=\max(l,l')/3$.

For $k=2$ the integrals are $2/5$ (s to d), $4/15$ (p to p) and $6/35$ (p to f), giving $W=1/5$, $6/25$ and $9/25$. A dipole field thus has no same-$l$ channel; a quadrupole field does, for $l\ge1$.

The second-order energy of one orbital is $\langle\psi|r^kC_{k0}|\delta\psi\rangle=\sum_{l'}c_{l'}^2\langle u_a|r^k|w\rangle$. With $\alpha_k=-d^2E/dF^2$, a factor 2 comes from the derivative and another from spin:
\begin{equation}
\alpha_k=-4\sum_a\sum_{l'}W_{ll'}\,\langle u_a|r^k|w_{a\to l'}\rangle .
\label{alpha}
\end{equation}
This is the response at fixed $V$. In a self-consistent calculation with a local potential, the induced change of potential must be added to the source and iterated.

\section{Boundary conditions}

\subsection{Inner end}

Near the origin the homogeneous solutions behave as $r^{l'+1}$ and $r^{-l'}$. The source $r^ku_a\propto r^{l+k+1}$ produces a term $r^{l+k+3}$, because two derivatives lower the power by two. Since $P_kP_l$ has degree $k+l$, $l'\le l+k$, so this power exceeds $l'+1$. The excluded orbitals add $r^{l'+3}$, which is also higher. The condition is therefore $w\propto r^{l'+1}$ in every channel.

Setting the function to zero at the first radius $r_0$ is a poorer choice. Take an s orbital scaled to $u=r-Zr^2+c$, where $c$ is the unwanted irregular part. The zero condition gives $c\approx-r_0$. The power-law condition $ru'/u=1$ gives
\begin{equation}
r_0-2Zr_0^2=r_0-Zr_0^2+c\quad\Rightarrow\quad c=-Zr_0^2,
\end{equation}
smaller by the factor $Zr_0$. For hydrogen with $r_0=10^{-3}$ bohr, the errors in the 1s polarizability, whose exact value is $4.5$ bohr$^3$, are $6.1\times10^{-2}$ and $6.2\times10^{-5}$ bohr$^3$. Their ratio is the predicted $10^{-3}$. Use the power law, and choose $Zr_0\ll1$.

\subsection{Outer end}

Without projection, put $w=fu_a$ at large $r$, where $u_a'\approx-\kappa_au_a$ and $\kappa_a=\sqrt{-2\varepsilon_a}$. In
\begin{equation}
(h_{l'}-\varepsilon_a)(fu_a)=-\tfrac12f''u_a-f'u_a'
+\frac{l'(l'+1)-l(l+1)}{2r^2}\,fu_a
\end{equation}
the first and last terms are smaller than the second by a power of $r$. What remains is $\kappa_af'\approx-r^k$, so
\begin{equation}
w\approx-\frac{r^{k+1}}{(k+1)\kappa_a}\,u_a .
\end{equation}
The response reaches further out than the orbital. A hydrogen box of 10 bohr changes the 1s energy by a relative $1.5\times10^{-6}$, but the polarizability by $-7\times10^{-4}$. Converge the box on the response property, not on the energy.

Projection can lengthen the tail. Removing an occupied $u_b$ that decays more slowly than $u_a$ leaves a multiple of $u_b$ in $w$. The box must hold the most diffuse excluded orbital too.

\section{The grid equation}

A uniform grid in $x=\ln r$ resolves the core and the tail together. With $u=\sqrt r\,y$ and $d/dr=r^{-1}d/dx$,
\begin{equation}
u'=r^{-1/2}\bigl(y_x+\tfrac12y\bigr),\qquad
u''=r^{-3/2}\bigl(y_{xx}-\tfrac14y\bigr);
\end{equation}
the two terms in $y_x$ cancel in $u''$, which is the purpose of the factor $\sqrt r$. Solve (\ref{stern}) for $w''$, multiply by $r^{3/2}$, and use $l'(l'+1)+\frac14=(l'+\frac12)^2$. From here on $y$ represents $w$, and $y_a,y_j$ represent the orbitals:
\begin{align}
y_{xx}&=Qy+S,\qquad Q=(l'+\tfrac12)^2+2r^2(V-\varepsilon_a),\notag\\
S&=2r^2\Bigl(g\,y_a-\sum_j\mu_jy_j\Bigr).
\end{align}
Overlaps are $\int r^2y\,\tilde y\,dx$: one factor $r$ comes from $u\tilde u$ and one from $dr=r\,dx$.

For step $h$, Taylor expansion gives $y_{i+1}-2y_i+y_{i-1}=h^2y_{xx}+\frac{h^4}{12}y_{xxxx}+O(h^6)$. Since $y_{xx}=f\equiv Qy+S$, the fourth derivative is the second difference of $f$ over $h^2$, and
\begin{equation}
y_{i+1}-2y_i+y_{i-1}=\frac{h^2}{12}\,(f_{i+1}+10f_i+f_{i-1})+O(h^6).
\end{equation}
This is Numerov's rule. Summed over the grid, the local error leaves a global error of order $h^4$. For hydrogen, going from 448 to 896 points lowers the polarizability error from $6.0\times10^{-7}$ to $3.7\times10^{-8}$ bohr$^3$, a factor of 16.0. Two step sizes therefore estimate the remaining step error, provided both are small enough for the $h^4$ term to dominate, which a third step size can confirm; the box and the inner radius must be varied separately.

Let $D$ be the second-difference matrix and $B$ the tridiagonal matrix with entries $(1,10,1)/12$. The matrix to invert is $K=D-h^2BQ$. Beyond the last point $y=0$. Before the first point, $y_{-1}=e^{-\lambda h}y_0$ with $\lambda=l'+\frac12$. With $f_{-1}\approx\lambda^2y_{-1}$, this adds $e^{-\lambda h}(1-h^2\lambda^2/12)$ to the first diagonal element; the neglected ghost terms vanish with $r_0$.

The orbitals should come from the same $K$, so that $\varepsilon_a$ is the eigenvalue of the discrete problem. Changing the energy from the eigenvalue $\varepsilon_*$ to $\varepsilon$ adds $2(\varepsilon-\varepsilon_*)h^2Br^2$ to $K$. The solution $z$ of $K(\varepsilon)z=2h^2Br^2y$ is thus $y/(\varepsilon-\varepsilon_*)$ when $y$ is the normalized eigenvector. This gives the update $\varepsilon\leftarrow\varepsilon-1/\langle y|z\rangle$, repeated with $z$ normalized as the new $y$.

\section{The singular same-$l$ channel}

If $l'=l$, then $u_a$ itself solves the homogeneous equation. Moving the energy by $\eta$ avoids the singularity but leaves a large multiple of $u_a$ in $w$. Projecting $(h_l-\varepsilon_a-\eta)w=-g\,u_a$ on $u_a$ gives
\begin{equation}
\langle u_a|w\rangle=\frac{\langle u_a|g|u_a\rangle}{\eta}.
\label{eta}
\end{equation}
Removing this multiple afterwards still leaves an error of order $\eta$ in the other components. Subtracting $\langle g\rangle u_a$ from the source makes the equation solvable but leaves $w$ free up to $c\,u_a$, and this changes $\langle u_a|g|w\rangle$ by $c\langle g\rangle$. Requiring $\langle u_a|w\rangle=0$ as well fixes $c$. The condition is the first-order normalization of the orbital, so it applies whatever the occupation.

A bordered matrix supplies both at once:
\begin{equation}
\begin{pmatrix}K&P\\R&0\end{pmatrix}
\begin{pmatrix}y\\\mu\end{pmatrix}=
\begin{pmatrix}2h^2B\,r^2g\,y_a\\0\end{pmatrix},\qquad
\begin{aligned}P_j&=2h^2B\,r^2y_j,\\R_j&=h\,(r^2y_j)^{T}.\end{aligned}
\end{equation}
There is one column and one row per excluded orbital. The first block row is the discretized (\ref{stern}), and the second sets the overlaps to zero. If every state of the channel with energy $\varepsilon_a$ is excluded, the projections above give, for zero source, $\mu=0$ and $w=0$, so the bordered problem is regular although $K$ is not. The multiplier also returns $\langle u_j|g|u_a\rangle$ for comparison with direct quadrature.

The hydrogenic 2s orbital provides an exact case. Raising the nuclear charge $Z$ is the scalar perturbation $g=-1/r$, for which $w=\partial u/\partial Z$. From $\varepsilon=-Z^2/8$ at $Z=1$, the first-order energy is $-1/4$ and the second-order coefficient is $\frac12\,d^2\varepsilon/dZ^2=-1/8$. The bordered solver gives $-0.25000000$ and $-0.12500000$ hartree.

\subsection{Accidental degeneracy}

A dipole channel can be singular too. In hydrogen, 2s and 2p have the same energy and $\langle2p|r|2s\rangle=-5.1961524$ bohr, so the unprojected equation has no solution. Excluding the partner restores one, but the partner's effect must then be treated by diagonalization within the degenerate pair. For $m=0$ the angular factor is $1/\sqrt3$, and the levels split as $\pm5.19615F/\sqrt3=\pm3.00000F$.

The projected responses supply the next order. Its mean coefficient is half the trace of the second-order operator over 2s and 2p$_0$:
\begin{equation}
\tfrac12\bigl(\tfrac13X_{2s\to p}+\tfrac13X_{2p\to s}+\tfrac4{15}X_{2p\to d}\bigr)
=-84.00000\ \text{a.u.},
\end{equation}
where $X=\langle u|r|w\rangle$. The factor $\frac4{15}$ is $\langle\cos^2\theta\rangle=\frac35$ for 2p$_0$ less the share $\frac13$ that goes to s. Here 1s is not excluded: its energy differs from that of 2p, and its coupling to 2p is part of the response. Diagonalization in finite fields gives the same value.

\section{Projection on occupied orbitals}

Let $b$ be an occupied orbital of channel $l'$ with $\varepsilon_b\ne\varepsilon_a$. By (\ref{comp}) the unprojected response contains $u_b$ with coefficient $\mu_b/(\varepsilon_a-\varepsilon_b)$, so
\begin{equation}
\langle u_a|g|w_{\rm free}\rangle=\langle u_a|g|w_{\rm proj}\rangle
+\sum_b\frac{\mu_b^2}{\varepsilon_a-\varepsilon_b}.
\label{pair}
\end{equation}
The response of $b$ towards $a$ contains the same term with the opposite denominator. As $W_{ll'}$ is symmetric, the two cancel in (\ref{alpha}) when both shells are full. This is the Pauli principle at work: a transition into a filled orbital cannot contribute. The first-order density is also unaffected, since the admixtures of $b$ in $a$ and of $a$ in $b$ enter it multiplied by the same product $\psi_a\psi_b$ and have opposite signs.

For fixed occupations $f_a$ and $f_b$ per spin orbital, the pair term survives with weight $f_a-f_b$. Projection would discard it, which is why it must not be applied between shells with unequal $f$. If the spin orbitals are instead treated one by one, two that are both fully occupied still cancel in the total, even when one of them belongs to an open shell.

\section{Worked example: ten electrons}

The model potential is $V=-(1+9e^{-2r})/r$, with 1s, 2s and 2p filled. Their energies are $-34.4093$, $-2.2466$ and $-1.4834$ hartree. The dipole contributions, in bohr$^3$, are:

\begin{center}
\begin{tabular}{lrr}
channel & projected & unprojected\\
1s to p & 0.000598 & 0.001037\\
2s to p & 0.067477 & 1.057497\\
2p to s & 0.094243 & $-0.896216$\\
2p to d & 0.663697 & 0.663697\\
total & 0.826015 & 0.826015
\end{tabular}
\end{center}

The large change in the second row follows from (\ref{pair}). With $\mu=-0.752795$ bohr and $\varepsilon_{2s}-\varepsilon_{2p}=-0.763219$ hartree,
\begin{equation}
-4\cdot\frac13\cdot\frac{(-0.752795)^2}{-0.763219}=0.99002\ \text{bohr}^3,
\end{equation}
which is $1.057497-0.067477$. The 1s row changes by $0.000439$, and the 2p-to-s row by minus the sum of the two. Without projection the 2s contribution alone exceeds the total, and a negative one offsets it; with projection, 80\% of the total belongs to 2p to d. The projected contributions are all positive because each remaining state lies above the orbital it couples to. The total is $0.826$ bohr$^3$, or $0.122$ \AA$^3$.

For the quadrupole perturbation the contributions are $0.00004$ (1s to d), $0.27912$ (2s to d), $0.37099$ (2p to p) and $0.51900$ (2p to f), in total $1.16915$ bohr$^5$. The singular p-to-p channel carries 32\% and cannot be left out. Its multiplier is $\langle r^2\rangle=0.703604$ bohr$^2$. Solving without projection at $\eta=10^{-2}$ and $10^{-4}$ hartree gives overlaps of $70.36$ and $7036.04$ a.u., as (\ref{eta}) requires.

Both totals agree with second derivatives of the energy in finite fields, computed in a separate Laguerre basis without any Sternheimer equation. This checks the solver within the model; it does not test the neglect of self-consistent relaxation.

\section*{Computed values}
\begin{verbatim}
k=2 weights s-d, p-p, p-f: 0.2000 0.2400 0.3600
H grid: 1800 points, step h = 0.00995
H grid: r_min = 1e-6 bohr, r_max = 60 bohr
H 1s energy: -0.500000000 hartree
H 1s dipole polarizability: 4.50000000 bohr^3
H 1s largest error of w (F=1): 1.5e-09 a.u.
H alpha error, 448 points: 6.00e-07 bohr^3
H alpha error, 896 points: 3.74e-08 bohr^3
error ratio on halving h: 16.03
r_min=1e-3 bohr, power-law start: alpha error 6.2e-05 bohr^3
r_min=1e-3 bohr, zero start: alpha error 6.1e-02 bohr^3
r_max=10 bohr: energy error 7.4e-07 hartree
r_max=10 bohr: alpha error -3.2e-03 bohr^3
H 2s, g=-1/r: multiplier -0.25000000 hartree
H 2s, g=-1/r: second-order energy -0.12500000 hartree
H 2s, g=-1/r: largest error of w 2.6e-09 a.u.
H <2p|r|2s> from multiplier: -5.1961524 bohr
H n=2 linear Stark slope: 3.0000000 a.u.
H n=2, m=0 mean F^2 coefficient, grid: -84.00000 a.u.
same from finite fields: -84.00000 a.u.
model e(1s): -34.409325 hartree
model e(2s): -2.246615 hartree
model e(2p): -1.483396 hartree
dipole shares in bohr^3: projected, unprojected
  <2p|r|1s> = 0.104149 bohr
  1s -> p: 0.000598  0.001037
  <2p|r|2s> = -0.752795 bohr
  2s -> p: 0.067477  1.057497
  <1s|r|2p> = 0.104149 bohr
  <2s|r|2p> = -0.752795 bohr
  2p -> s: 0.094243  -0.896216
  2p -> d: 0.663697  0.663697
dipole total, projected: 0.826015 bohr^3
dipole total, unprojected: 0.826015 bohr^3
quadrupole 1s -> d: 0.000039 bohr^5
quadrupole 2s -> d: 0.279121 bohr^5
quadrupole 2p -> p: 0.370991 bohr^5
quadrupole 2p -> f: 0.519001 bohr^5
quadrupole total: 1.169151 bohr^5
2p <r^2> from multiplier: 0.703604 bohr^2
no projection, eta=1e-02 hartree: <u|w> = 70.360 a.u.
no projection, eta=1e-04 hartree: <u|w> = 7036.038 a.u.
finite-field dipole: 0.826015 bohr^3
finite-field quadrupole: 1.16915 bohr^5
dipole total: 0.122403 angstrom^3
\end{verbatim}
